The largest depletion bending that exponentially decaying donors can support

**Question**

I am modelling a metal contact on n-type silicon whose donors are concentrated at the interface. Their density falls off as

N(x) = N₀ exp(−x/L),

where x is the distance from the metal, and there is no background doping. In my numbers N₀ = 10¹⁹ cm⁻³ and L = 5 nm. I use the depletion approximation and ask a root finder for the depletion width w at a given band bending. At 0.25 V it returns a width. At 0.45 V it finds nothing, however large I let w become.

A colleague says that the bending cannot exceed qN₀L²/ε. I don't see why a wider depletion region cannot supply whatever voltage I ask for, as it does with uniform doping. How is the limit shown? Where does the voltage go if I apply more, and does the limit survive when mobile electrons are included?

**Answer**

Your root finder is right: at 0.45 V there is no depletion edge to find. Widening the region uncovers more donors, but their number falls exponentially, while the voltage each one contributes grows only in proportion to its distance from the metal.

**Setting up the problem**

Let φ be the electrostatic potential, q > 0 the elementary charge and ε the permittivity. All donors are taken as ionized. In the depletion approximation the charge density is qN(x) for 0 < x < w and zero beyond w, and the field vanishes at w. Define the bending as

V = φ(w) − φ(0).

It is positive and measured in volts. An electron has potential energy −qφ, so the conduction band is higher at the contact than at the edge by qV.

Poisson's equation in the depleted region is

φ''(x) = −qN(x)/ε.

Integrate from x to w and use φ'(w) = 0:

0 − φ'(x) = −(q/ε) ∫ₓʷ N(s) ds,

φ'(x) = (q/ε) ∫ₓʷ N(s) ds.

A second integration, from 0 to w, gives the bending:

V = (q/ε) ∫₀ʷ dx ∫ₓʷ ds N(s).

The double integral covers the triangle 0 < x < s < w. Doing the x integral first, at fixed s, gives a factor s:

V = (q/ε) ∫₀ʷ s N(s) ds.

This is the useful form for any doping profile: a donor contributes in proportion to its distance from the metal. For uniform doping the integral grows as w² without limit. For your profile it converges.

**The bound**

Insert the exponential and integrate by parts:

∫₀ʷ s exp(−s/L) ds = [−Ls exp(−s/L)]₀ʷ + L ∫₀ʷ exp(−s/L) ds

= −Lw exp(−w/L) + L²[1 − exp(−w/L)]

= L²[1 − (1 + w/L) exp(−w/L)].

Therefore

V(w) = Vmax [1 − (1 + w/L) exp(−w/L)], with Vmax = qN₀L²/ε.

The subtracted term is positive for every finite w, so V(w) < Vmax. It tends to zero as w → ∞, so no smaller bound would do. The limit is approached and never reached. Differentiating the integral for V with respect to its upper end gives

dV/dw = q w N(w)/ε > 0,

so each bending between 0 and Vmax belongs to one width, and a bending of Vmax or more belongs to none.

For w much smaller than L, write u = w/L and expand:

(1 + u) exp(−u) = 1 − u²/2 + u³/3 − …

The leading term is V ≈ Vmax u²/2 = qN₀w²/(2ε), the result for uniform doping. The decay of the profile enters with the next term.

The width can also be written explicitly. Put v = V/Vmax, so that (1 + u) exp(−u) = 1 − v. Multiply both sides by −1/e:

−(1 + u) exp[−(1 + u)] = −(1 − v)/e.

This has the form y exp(y) = constant with y = −(1 + u) ≤ −1, which selects the lower real branch W₋₁ of the Lambert function:

w/L = −1 − W₋₁[−(1 − v)/e].

**Your numbers**

With a relative permittivity of 11.7, the limiting surface field is qN₀L/ε = 0.7733 MV/cm. Multiplying by L gives

Vmax = (0.7733 × 10⁶ V/cm)(5 × 10⁻⁷ cm) = 0.387 V.

Integrating Poisson's equation numerically from the edge back to the contact shows the saturation: V = 0.102 V at w = L, 0.230 V at 2L, 0.351 V at 4L and 0.385 V at 8L. Doubling the width from 4L to 8L adds only 0.034 V.

Your 0.25 V is 65% of the limit and gives w = 11.0 nm. Your 0.45 V lies above the limit. At the same N₀ it would need

L > √[ε(0.45 V)/(qN₀)] = 5.39 nm.

A small increase in L restores a formal solution because Vmax varies as L². Just above the threshold the edge lies very deep: at L = 5.5 nm it is at 28 nm, where the Debye length discussed below is about 3L. It takes L ≈ 6 nm, with w = 18 nm, to bring the Debye length at the edge down to L.

**Where a larger voltage goes**

The bound limits the bending that ends at a zero-field edge. It does not limit the voltage you can apply. Take a film of thickness d, depleted throughout, and let φ'(d) = F instead of zero. The first integration becomes

φ'(x) = F + (q/ε) ∫ₓᵈ N(s) ds,

and the second gives

V = Fd + V(d), so F = [V − V(d)]/d.

The excess appears as a uniform field added across the whole film. For d = 100 nm, V(d) is equal to Vmax at the precision used here, and 0.45 V leaves

F = (0.45 − 0.3866) V / 100 nm ≈ 6.3 kV/cm

at the back. The charge that terminates this field must sit on a back electrode or in material behind the film. Full depletion is a real condition here. If the band edge at the back comes within 0.20 eV of the electron Fermi level, as it does for a 0.65 eV barrier in equilibrium, the back holds about 10¹⁶ cm⁻³ electrons and the field rises from 5.9 kV/cm at mid-film to 10 kV/cm at the back. With 0.35 eV left at the back, the field over the rear half of the film is 6.3 kV/cm to within about 1%.

**Mobile electrons**

Electrons do not rescue the missing solution. Let n(x) be their density and xₘ any plane where the field vanishes. The two integrations go through as before, with N replaced by N − n:

V = (q/ε) ∫₀^xₘ x(N − n) dx < (q/ε) ∫₀^xₘ xN dx < Vmax.

The first inequality holds because n > 0. This step needs no depletion approximation, but it does assume that holes and other positive charge are absent.

I solved the Poisson–Boltzmann equation for a 100 nm film with a contact barrier of 0.65 eV and zero field at the back. At 300 K the bending from the contact to the zero-field plane, 34 nm deep, is 0.383 V, against the limit of 0.387 V. These values depend on the film thickness: a 50 nm film gives 0.385 V with the plane at 43 nm, and a 1000 nm film gives 0.378 V with the plane at 29 nm, both below the limit. At 400 K, with the barrier held fixed, the 100 nm film gives 0.362 V. More electrons enter the film, and the zero-field plane moves in to 23 nm. Of the 0.025 V deficit, 0.022 V comes from the donors left beyond the plane and 0.003 V from electrons in front of it.

This has a consequence for the bands. The conduction-band edge starts 0.65 eV above the Fermi level and can descend by less than 0.387 eV, so it stays more than 0.263 eV above it. The calculated minimum is 0.267 eV, where the electron density is 9 × 10¹⁴ cm⁻³. The surface donors alone do not turn this film into a good n-type conductor.

**When the depletion edge stops being meaningful**

A sharp edge requires the screening length to be short compared with L. The local Debye length is λ = √[εkT/(q²N)], and it grows as the donors thin out. Setting λ = L at the depth w* gives

N₀ exp(−w*/L) = εkT/(q²L²),

exp(−w*/L) = kT/(qVmax),

w* = L ln(qVmax/kT).

Substituting this exponential into V(w) gives

V(w*) = Vmax − (kT/q)(1 + w*/L).

At 300 K, w* = 13.5 nm and V(w*) = 0.291 V. The last 0.1 V or so before the limit is therefore reached with an edge that exists only formally. Even at your 11.0 nm edge, λ = L exp[−(w* − w)/(2L)] ≈ 3.9 nm, so that width is an estimate and not a sharp boundary.

There is a related simplification. Where electrons neutralize a graded profile, n = N requires φ to fall by kT/q over each length L. That is a field of magnitude kT/(qL) ≈ 0.05 MV/cm, which the depletion approximation sets to zero. It is directed opposite to the depletion field, so a zero-field plane lies in front of it, and the electron argument above applies at that plane. For an exponential profile, n = N with this linear φ solves the Poisson–Boltzmann equation exactly, and the electrons stay close to it down to about w*, where λ reaches L. The neutral region therefore appears only if the depleted layer ends well before w*. At 0.04 V bending in the 100 nm film, n is within 10% of N from 7.5 to 14 nm and the reverse field reaches 0.045 MV/cm. At the bendings you ask for, no such region is left. In the self-consistent 100 nm film at 0.25 V bending, the zero-field plane is at 12 nm, n/N rises from 0.1 at 8 nm to 1 at 21 nm, and the reverse field reaches only 0.025 MV/cm. In the equilibrium film with the 0.65 eV barrier it reaches only 0.0006 MV/cm.

**What breaks the bound**

A uniform donor background N_B adds its own first moment:

V = V(w) + qN_B w²/(2ε).

This grows without limit, so the electrostatic model again has a solution for any voltage if the semiconductor is thick enough. In real silicon avalanche breakdown ends this, at a few hundred volts for 10¹⁵ cm⁻³. With N_B = 10¹⁵ cm⁻³, your 0.45 V gives w = 286 nm: the surface donors supply nearly all of the 0.387 V they can, and the weak background supplies the remaining 0.063 V over a long distance. With 10¹⁷ cm⁻³ in the 100 nm film, the Poisson–Boltzmann bending is 0.504 V, well above qN₀L²/ε.

Holes would also add positive charge. For the 0.65 eV barrier in equilibrium their density at the contact is about 3 × 10¹¹ cm⁻³, negligible beside N₀.

The bound also assumes a flat contact. Around a spherical contact of radius R, a donor at distance s from the metal contributes in proportion to s(1 + s/R), and the limit becomes Vmax(1 + 2L/R): 0.77 V for R = 10 nm and 0.43 V for R = 100 nm. It is still finite, but it is no longer qN₀L²/ε.

**Comparison with a real contact**

Your parameters resemble a nickel silicide contact to n-type silicon with donors segregated at the interface. A barrier near 0.65 eV and a decay length of a few nanometres are rough typical values. The surface density can be much higher than yours. At 10²⁰ cm⁻³ and the same L, Vmax would be ten times larger, about 3.9 V, and would no longer restrict a barrier of this size.

The assumption of zero background fails in a real wafer. In a 100 nm film a background of 10¹⁵ cm⁻³ can add up to about 0.008 V, since its 0.063 V at 286 nm scales as the square of the thickness.

The smooth donor density is a more serious idealization in a small contact. The dose N₀L = 5 × 10¹² cm⁻² puts 5 donors on average under a 10 nm × 10 nm area. For independently placed donors, the sum of their depths has mean 5L and variance 5 × 2L², hence a relative standard deviation of √(2/5) ≈ 63%. If such a patch is treated as one-dimensional, its limiting bending varies by about 0.24 V. That figure applies to a laterally confined contact of this size. Under an extended contact the fields of neighbouring areas average out, and the local potential fluctuates by about 0.05 V or less. In either case the bound describes an average over donor positions.

The current barrier is a separate matter from the electrostatic bending. In full depletion the barrier above the far plateau is

(q²/ε) ∫ₓ^∞ (s − x)N(s) ds = qVmax exp(−x/L),

which is 0.387 eV high at the contact. The image force lowers its top by 0.094 eV. Without the image force, a WKB estimate that weighs thermal occupation against tunnelling at the most favourable energy gives an effective barrier of 0.30 eV for an electron mass of 0.19 and 0.36 eV for 0.92, in units of the free-electron mass. Summing the transmission over all energies instead of keeping only the most favourable one lowers these values to about 0.25 and 0.32 eV. The image-force and tunnelling corrections were calculated separately and should not simply be added.

The remaining effects are small here. In the equilibrium film, n reaches only 3 × 10⁻⁵ of the effective density of states, so degeneracy is negligible. Taking a donor level 0.05 eV below the band edge, the local fraction of neutral donors peaks near 4.5 × 10⁻⁴ at 300 K in the smooth potential, near 7 × 10⁻⁴ once the donor fluctuations are included, and near 2 × 10⁻³ at 400 K. The surface field is high, but the full bending is about a third of the 1.12 V that corresponds to the silicon gap, so an electron starting at rest cannot gain enough energy from it to create an electron–hole pair.

The numerical output below lists the main values.

Computed values

```
Relative permittivity: 11.7
Surface donor density N0: 1.00e+19 cm^-3
Decay length L: 5.0 nm
Contact barrier: 0.65 eV; film: 100 nm; T: 300 K
Thermal voltage kT/q: 0.02585 V
Limiting bending Vmax: 0.3866 V
Limiting surface field Vmax/L: 0.7733 MV/cm
w/L =  0.5: V = 0.03488 V, V/Vmax = 0.09020
w/L =  1.0: V = 0.10217 V, V/Vmax = 0.26424
w/L =  2.0: V = 0.22967 V, V/Vmax = 0.59399
w/L =  4.0: V = 0.35124 V, V/Vmax = 0.90842
w/L =  8.0: V = 0.38548 V, V/Vmax = 0.99698
w/L = 12.0: V = 0.38662 V, V/Vmax = 0.99992
Edge for V = 0.25 V: w = 11.024 nm, w/L = 2.2047
Donor density at that edge: 1.103e+18 cm^-3
V = 0.45 V needs a decay length above 5.394 nm
Back field with 0.45 V across film: 6.335 kV/cm
Debye length equals L at w* = 13.526 nm, w*/L = 2.7051
Bending at w*: 0.2909 V
With electrons, L = 4 nm, 300 K: V = 0.2474 V, limit 0.2475 V
With electrons, L = 5 nm, 300 K: V = 0.3826 V, limit 0.3866 V
With electrons, L = 8 nm, 300 K: V = 0.5528 V, limit 0.9898 V
With electrons, L = 5 nm, 400 K: V = 0.3616 V, limit 0.3866 V
L = 5 nm, 300 K: zero-field plane at 34.0 nm
Lowest band edge above Fermi level: 0.2674 eV
Bound on that height, barrier - q Vmax: 0.2634 eV
Highest electron density: 9.028e+14 cm^-3
With background 1e+17 cm^-3: V = 0.5041 V
Background 1e+15 cm^-3, V = 0.45 V: w = 286.2 nm
Image-force lowering: 0.0944 eV, peak at 0.675 nm
Tunnelling, light mass 0.19: best energy 0.1986 eV, effective barrier 0.3022 eV
Tunnelling, heavy mass 0.92: best energy 0.3158 eV, effective barrier 0.3605 eV
Thermionic barrier above plateau: 0.3866 eV
Degeneracy measure, highest n/Nc: 3.22e-05
Largest fraction of neutral donors: 4.46e-04
Hole density at contact: 3.43e+11 cm^-3
Donor dose N0 L: 5.00e+12 cm^-2
Donors under 10 nm x 10 nm: 5.00
Mean lateral donor spacing: 4.47 nm
Limiting bending / band gap: 0.345
```
